Thermal Instability of a Lamp-Heated Wafer at Fixed Irradiance, part 1

(Sections cited here and not found follow in the second part.)

**The stability criterion and its spectral form**

Let T be the absolute temperature of a thin wafer, taken as uniform, and let C(T) be its heat capacity per unit area of one face. A lamp of fixed spectrum delivers the irradiance I, the power per unit area arriving at one face. The wafer absorbs the fraction A(T) of it, the absorptivity for that lamp. Each of the two faces emits the power ε(T)σT⁴ per unit area, where σ is the Stefan–Boltzmann constant and ε(T) is the total emissivity, averaged over the thermal spectrum at the wafer's own temperature. The two logarithmic slopes are

a = d ln A/d ln T,  e = d ln ε/d ln T.

A slope of 3, for example, means that the quantity locally grows as T³. "Fixed irradiance" means that I does not respond to T. The surroundings are called cold when the radiation they return to the wafer can be neglected. Gas cooling is left out at first, and A, ε and C are taken to be smooth and positive.

Energy conservation per unit area then reads

C(T) dT/dt = A(T) I − 2ε(T)σT⁴.

In a steady state the right side vanishes, so the irradiance needed to hold the temperature T is

I_s(T) = 2ε(T)σT⁴/A(T).

To find whether such a state is stable, write T = T₀ + δ, where T₀ is the steady temperature and δ a small displacement. Denote the net flux by

F(T) = A(T) I − 2ε(T)σT⁴,

so that dT/dt = F/C. The derivative of this rate with respect to T is

d(F/C)/dT = F′/C − F C′/C².

The second term vanishes at T₀ because F(T₀) = 0. A temperature-dependent heat capacity therefore affects the linear growth rate through its value C(T₀), and its derivative drops out. To first order,

dδ/dt = s δ,  s = F′(T₀)/C(T₀).

The derivative of the flux follows from the definitions of the slopes. Since dA/dT = aA/T and dε/dT = eε/T,

F′ = aAI/T − 2σ(eεT³ + 4εT³)
= aAI/T − (4 + e)2εσT³.

The steady state supplies AI = 2εσT⁴, so the first term equals a·2εσT³. Hence

s = (2εσT³/C)(a − 4 − e),

with every quantity taken at T₀. The factor in front is positive. The displacement grows if a > 4 + e and decays if a < 4 + e. This is the criterion.

Its meaning is a competition between relative changes. If the temperature rises by one per cent, absorbed power rises by about a per cent and emitted power by about 4 + e per cent. The 4 comes from the blackbody law and e from the change of the surface's total emissivity. If absorption gains more, the excess power drives the wafer further from where it started. The same happens in reverse after a drop in temperature, when absorption falls faster than emission and the wafer cools away from the steady state.

The steady-state curve carries the same information. Taking the logarithm of I_s and differentiating gives

d ln I_s/d ln T = 4 + e − a.

An unstable state thus lies where the curve falls, that is, where a hotter wafer needs less lamp power to stay hot. This relation extends beyond small displacements, because the energy balance can be written, with no approximation, as

dT/dt = (A/C)[I − I_s(T)].

The factor A/C is positive. The wafer heats wherever the applied irradiance lies above the steady-state curve and cools wherever it lies below. On a rising part of the curve, a wafer slightly too hot finds I_s > I and cools back. On a falling part it finds I_s < I and heats further.

Equality, a = 4 + e, is marginal in the linear theory. The exact form above decides what happens. If I_s has a maximum at T₀ and I equals that maximum, then I − I_s is positive on both sides. A wafer slightly colder than T₀ creeps towards it, and one slightly hotter departs from it. The state is stable from below and unstable from above. At a minimum of I_s the directions are reversed: a hotter wafer returns and a colder one departs. If the slope vanishes at an inflection instead, the state is stable when I_s increases through it and unstable when I_s decreases.

Suppose that I_s rises from below I_min, passes a maximum I_max, falls to the minimum I_min and then rises beyond I_max. Each irradiance between I_min and I_max then allows three steady temperatures, the middle one unstable. If the lamp power is raised slowly, the wafer follows the cold branch until I exceeds I_max, and then jumps to the hot branch. If the power is lowered, it stays on the hot branch until I falls below I_min. The temperature depends on the history of the lamp setting as well as on its present value.

Just above I_max the jump begins slowly. Let T₀ now be the temperature of the maximum, θ = T − T₀, ΔI = I − I_max > 0, and let c = −½ d²I_s/dT² at the maximum, with c > 0. Close to the maximum, I_s = I_max − cθ², so

dθ/dt = (A/C)(ΔI + cθ²).

Treating A/C as constant in this narrow region and separating the variables gives the passage time

t = (C/A) ∫ dθ/(ΔI + cθ²) = πC/(A√(c ΔI)),

where the limits have been extended to ±∞, which is justified when ΔI is small because the integral is dominated by |θ| of order √(ΔI/c). The delay grows as ΔI^(−1/2). A wafer that appears settled near such a point may still be on its way to a runaway.

The number 4 in the criterion belongs to cold surroundings. For a general net loss L(T), the balance is C dT/dt = AI − L. Repeating the derivation with AI = L gives

s = (L/(CT))(a − d ln L/d ln T).

The condition for instability becomes a > d ln L/d ln T. Consider first black walls at temperature T_w. Let P = 2εσT⁴ be the emitted power and W = 2α_wσT_w⁴ the absorbed wall radiation, where α_w is the wafer's absorptivity for the wall spectrum and b = d ln α_w/d ln T. Then L = P − W, and

d ln L/d ln T = [(4 + e)P − bW]/(P − W)
= 4 + e + (4 + e − b)W/(P − W).

For P > W, wall radiation raises the threshold if b < 4 + e. When W is much smaller than P, the correction vanishes and the original criterion returns.

Gas cooling can be described by H = 2h(T − T_w), with a constant heat-transfer coefficient h for each face. Its logarithmic slope is T/(T − T_w). If wall radiation is negligible but gas cooling is not, L = P + H and

d ln L/d ln T = [(4 + e)P + (T/(T − T_w))H]/(P + H).

The threshold is then a weighted average of the radiative and gas-cooling slopes. For a wafer far hotter than the gas, the second slope approaches 1, so gas cooling can lower the threshold even though it raises the lamp power required.

The emissivity slope e needs care because it contains two effects: the spectral emissivity may change with temperature, and the thermal spectrum itself shifts. To separate them, let ε_λ(T) be the spectral emissivity at wavelength λ and M_λ(T) the blackbody power per unit area and wavelength. Then

εσT⁴ = ∫ε_λ M_λ dλ.

With h_P for Planck's constant, c_0 for the speed of light and k for Boltzmann's constant, set

x = h_P c_0/(λkT).

At fixed λ, M_λ is proportional to 1/(eˣ − 1), and dx/d ln T = −x. Therefore

∂ln M_λ/∂ln T = −[eˣ/(eˣ − 1)](−x)
= x/(1 − e⁻ˣ).

Differentiating the integral and dividing by the integral itself gives

4 + e = ⟨x/(1 − e⁻ˣ)⟩ + ⟨∂ln ε_λ/∂ln T⟩.

The brackets denote averages weighted by the emitted power ε_λM_λ. The first term exceeds 1, because 1 − e⁻ˣ < x for every positive x. A wafer whose spectral emissivities do not fall with temperature thus has a threshold above 1. For a spectral emissivity independent of both λ and T, ε is constant, e = 0, and the first average equals 4.

The absorptivity has a similar form, but the lamp spectrum does not shift with the wafer temperature. Let A_λ be the spectral absorptivity. Then

a = ⟨∂ln A_λ/∂ln T⟩_lamp,

where the average is weighted by the absorbed lamp power. Kirchhoff's law equates ε_λ and A_λ at the same wavelength, direction and polarization. It does not equate A and ε, which sample different spectra. If the wafer is grey, with one spectral absorptivity A(T) at all relevant wavelengths and directions, then A = ε and a = e. With radiation to cold surroundings as the only loss, the criterion reduces to 0 > 4, which is false, and the grey wafer is then stable however steeply its absorptivity rises.

A semiconductor slab departs from grey behaviour because its absorption coefficient κ depends on wavelength. Take normal incidence, the same reflectance R at both surfaces, and a thickness d large enough that the phases of successive reflections average out. Put τ = κd and t = e^(−τ). A fraction 1 − R enters, and the first pass absorbs (1 − R)(1 − t). Before each further pass the remaining power has been multiplied by t in crossing and by R in reflecting. The absorbed fraction is the geometric series

A_λ = (1 − R)(1 − t)[1 + Rt + (Rt)² + …]
= (1 − R)(1 − t)/(1 − Rt).

For τ ≪ 1, 1 − t is approximately τ and 1 − Rt is approximately 1 − R, so A_λ ≈ τ. For τ ≫ 1, A_λ approaches 1 − R. The rate of change between these limits follows from the quotient rule:

dA_λ/dt = (1 − R)[−(1 − Rt) + R(1 − t)]/(1 − Rt)²
= −(1 − R)²/(1 − Rt)².

Since dt/dτ = −t,

dA_λ/dτ = (1 − R)²t/(1 − Rt)².

This derivative decreases as τ grows, because t falls and the expression increases with t. A_λ is therefore a concave function of τ that starts at zero, and it obeys τ dA_λ/dτ ≤ A_λ. If G = d ln κ/d ln T is the same at all lamp wavelengths, it follows for G > 0 that a ≤ G. Finite optical depth weakens the temperature response of absorption.

A steep κ alone does not secure instability. Suppose that the slab is optically thin at all wavelengths that matter and that κ = K(T)λᵖ, with p < 3. Then A_λ ≈ K(T)λᵖd, and the fixed lamp spectrum gives a = d ln K/d ln T. In the emitted power, λ is proportional to 1/(xT), and M_λdλ is proportional to T⁴x³dx/(eˣ − 1). Hence

εσT⁴ ∝ K(T)T^(4−p) ∫₀^∞ x^(3−p)/(eˣ − 1) dx.

Near x = 0 the integrand behaves as x^(2−p), which is why p < 3 is needed for convergence. The integral is a constant, so 4 + e = a + 4 − p, or

4 + e − a = 4 − p.

For free-carrier absorption modelled with p = 2, the result is 2. Under the same purely radiative loss, the thin wafer is stable no matter how rapidly its carriers multiply, because they increase emission as well as absorption. Instability requires the emission to respond less strongly than the lamp absorption. That can happen when the slab is already nearly opaque at thermal wavelengths but still transparent to the lamp, or when a film supplies emission that does not depend on the carriers.

**A silicon wafer under filtered lamp light**

The symbols carried over are the wafer temperature T, irradiance I, lamp absorptivity A, total emissivity ε, heat capacity per area C, thickness d, and slopes a = d ln A/d ln T and e = d ln ε/d ln T. The first half gave

I_s = 2εσT⁴/A,
s = (2εσT³/C)(a − 4 − e),
d ln I_s/d ln T = 4 + e − a,

where I_s is the steady irradiance and s the growth rate of a uniform disturbance. For a slab of reflectance R and optical depth τ = κd, it also gave A_λ = (1 − R)(1 − e^(−τ))/(1 − Re^(−τ)) and a ≤ G, where G = d ln κ/d ln T.

Consider a silicon wafer of radius 150 mm and thickness 775 µm, with a donor density N = 1.0 × 10¹⁶ cm⁻³. It carries a film idealized as making the wafer opaque beyond 8 µm, where ε_λ = 1 − R = 0.70. At shorter wavelengths the wafer absorbs through free carriers alone. A lamp with a 2800 K blackbody spectrum is filtered to the band from 1.5 to 3.5 µm, and I counts the power in that band. The chamber is evacuated. The material parameters are rough typical values, so the numbers describe this model and do not predict the behaviour of a particular wafer.

The free-carrier coefficient is modelled as

κ = S λ²(T/300 K)(n + p),

with S = 2.0 × 10⁻¹⁸ cm²/µm², λ in µm, and n and p the electron and hole densities. With ionized donors, charge neutrality requires n − p = N, and equilibrium requires np = n_i², where n_i is the intrinsic density. Therefore

(n + p)² = (n − p)² + 4np = N² + 4n_i²,
n + p = √(N² + 4n_i²).

The intrinsic density is taken as n_i = B T^(3/2) exp(−E/kT), with B = 4.0 × 10¹⁶ cm⁻³ K^(−3/2) and E = 0.60 eV. Its logarithmic slope is 3/2 + E/kT. Differentiating ln(n + p) = ½ ln(N² + 4n_i²), and adding 1 for the explicit factor T in κ, gives

G = 1 + [4n_i²/(N² + 4n_i²)](3/2 + E/kT).

This expression explains why instability is confined to intermediate temperatures in the model. While donors dominate, the bracket is small and G is close to 1. Since a ≤ G and the threshold 4 + e exceeds 1 by a finite amount, the wafer is stable in that limit. As intrinsic carriers begin to matter, G rises steeply, and instability becomes possible while the lamp band remains fairly transparent. This can happen before they outnumber the carriers supplied by the donors. At still higher temperatures the wafer becomes opaque to the lamp, a tends to zero, and stability returns.

This part has shown that, with cold surroundings and no gas cooling, a steady state is unstable when a > 4 + e, and it has set up a model silicon wafer in which this can happen at intermediate temperatures. It remains to work out the numbers for that wafer, to treat disturbances that vary across its face, and to test how the result depends on the filter, the film and the neglected effects.
